\section*{Strain Splitting of the Germanium L Valleys: Biaxial (001) versus Shear}

\section{Two ways to get the wrong valley splitting}

Suppose that the electrons of germanium are to be gathered into one of the four L valleys, and that a film is stretched in the (001) plane for the purpose. The valleys move, but they move together, and the electrons stay equally shared among them. Stretching harder does not help.

Suppose next that the right kind of strain is used, a shear, and that its size is taken from a mechanical calculation reporting the engineering shear $\gamma$. If $\gamma$ is put where the tensor shear $e=\gamma/2$ belongs, the splitting comes out twice too large. The Boltzmann factor between the valleys is then squared, so the predicted populations are wrong as well.

Both errors are avoided by knowing how one valley responds to a strain tensor. The strain here is homogeneous and described by the symmetric tensor $\varepsilon$: a lattice vector $\mathbf R$ becomes $(1+\varepsilon)\mathbf R$. Positive strain is extension. The axes $x,y,z$ are the cubic axes.

\section{The simple case: one valley and its own axis}

Take the valley on the axis $\mathbf n=(1,1,1)/\sqrt3$. Two strains respect this axis. Define two constants by the energy shifts that they cause, to first order in a small number $\eta$:
\begin{align}
\text{extension } \eta \text{ along } \mathbf n:&\quad \Delta E=(\Xi_d+\Xi_u)\,\eta, \label{axial}\\
\text{extension } \eta \text{ in both transverse directions}:&\quad \Delta E=2\,\Xi_d\,\eta. \label{trans}
\end{align}
$\Xi_d$ is the dilation and $\Xi_u$ the uniaxial deformation potential, both energies. No comparison between valleys has entered their definition.

Now let all three tensor shears be equal, $\varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=e$, with zero diagonal. Acting on $(1,1,1)$, this tensor gives $2e\,(1,1,1)$. Acting on a vector with $x+y+z=0$, its first component gives $e(y+z)=-ex$, and likewise for the others. The strain is therefore an extension $2e$ along $\mathbf n$ and $-e$ in each transverse direction. Adding the two responses gives
\begin{equation}
\Delta E_{[111]}=2e(\Xi_d+\Xi_u)+(-e)(2\Xi_d)=2\,\Xi_u e. \label{lone}
\end{equation}
The dilation constant drops out because the volume is unchanged to first order.

As a limit, take equal extension $\eta$ in all directions. Equations (\ref{axial}) and (\ref{trans}) add to $(3\Xi_d+\Xi_u)\eta$. Since $\mathrm{Tr}\,\varepsilon=3\eta$, this is $(\Xi_d+\Xi_u/3)\,\mathrm{Tr}\,\varepsilon$. Cubic symmetry survives such a strain, so all four valleys must share this shift. The general law has to reproduce it.

\section{Why the valley stays at L and shifts linearly}

The addition in (\ref{lone}) assumed a linear response, and a valley that can still be identified after straining. Both need a reason.

Use coordinates $\mathbf x=(1+\varepsilon)^{-1}\mathbf r$ that move with the lattice. In them the strained crystal has the original periodicity. A Bloch phase is kept if
\begin{equation}
\mathbf k'\cdot(1+\varepsilon)\mathbf x=\mathbf k\cdot\mathbf x,
\qquad \mathbf k'=(1+\varepsilon)^{-1}\mathbf k,
\end{equation}
where the symmetry of $\varepsilon$ makes a transpose unnecessary. The point L is half a reciprocal vector, $\mathbf k_L=\mathbf G/2$, and remains so under this map. Time reversal gives $E(\mathbf k)=E(-\mathbf k)$ for the spin doublets of this crystal, and adding $\mathbf G$ changes nothing. Hence
\begin{equation}
E(\mathbf G/2+\mathbf q)=E(-\mathbf G/2-\mathbf q)=E(\mathbf G/2-\mathbf q).
\end{equation}
The energy is even about L and its gradient there is zero. The inverse-mass tensor was positive before straining and changes continuously, so for small strain L is still a local minimum. Whether it is the lowest minimum of the whole band is a separate question, taken up with the numbers below.

In the moving coordinates the Hamiltonian can be expanded as $H(\varepsilon)=H(0)+\sum_{ij}\varepsilon_{ij}H_{ij}+O(\varepsilon^2)$. The conduction level at L is nondegenerate apart from spin, and strain, being even under time reversal, does not split the spin pair. First-order perturbation theory then gives
\begin{equation}
\Delta E=\sum_{ij}D_{ij}\varepsilon_{ij},\qquad D_{ij}=D_{ji}. \label{linear}
\end{equation}
The antisymmetric part of $D$ can be dropped because it cancels against a symmetric $\varepsilon$. A strain-dependent choice of the energy zero adds the same amount to every valley and cannot affect a splitting.

\section{General strain of one valley}

The tensor $D$ could have six independent components. The threefold rotation $R$ about $\mathbf n$ leaves two. Rotating the strain by $R$ produces the same crystal in a rotated position, and the L point on $\mathbf n$ is unmoved, so the shift is the same:
\begin{equation}
\mathrm{Tr}(D\,R\varepsilon R^T)=\mathrm{Tr}(R^TDR\,\varepsilon)=\mathrm{Tr}(D\varepsilon).
\end{equation}
This holds for every symmetric $\varepsilon$, so $R^TDR=D$. For $\mathbf n=(1,1,1)/\sqrt3$ the rotation permutes $x,y,z$ cyclically. Invariance therefore means
\begin{equation}
D_{xx}=D_{yy}=D_{zz}=\alpha,\qquad D_{xy}=D_{yz}=D_{zx}=\beta .
\end{equation}
Every element of the matrix $\mathbf n\mathbf n$ equals $1/3$. Thus $3\beta\,\mathbf n\mathbf n$ supplies all the off-diagonal elements and puts $\beta$ on the diagonal, and the remaining diagonal part is $\alpha-\beta$:
\begin{equation}
D=(\alpha-\beta)\,1+3\beta\,\mathbf n\mathbf n .
\end{equation}
Inserting this in (\ref{linear}) for the two strains of (\ref{axial}) and (\ref{trans}) identifies $\Xi_d=\alpha-\beta$ and $\Xi_u=3\beta$. The shift is
\begin{equation}
\Delta E(\mathbf n)=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n. \label{hv}
\end{equation}
Rotations of the unstrained crystal carry this valley into the others, and carry $\mathbf n$ with it. The same two constants therefore serve all four. For isotropic strain $\mathbf n\cdot\varepsilon\cdot\mathbf n=\mathrm{Tr}\,\varepsilon/3$, and the limit found above is recovered.

\subsection*{The two sublattices may relax}

Shear also lets the two atoms of the diamond cell move relative to each other. Place the second atom at $(a/4)(1,1,1)$ from the first, with $a$ the lattice constant. Its extra displacement is
\begin{equation}
u_i=-\zeta\,\frac a2\,\varepsilon_{jk}\qquad(i,j,k\text{ all different}).
\end{equation}
Here $\zeta=0$ means no relaxation, and $\zeta=1$ keeps all bond lengths to first order under a pure shear. Since $\mathbf u$ is linear in strain and respects the crystal symmetry, the form of (\ref{hv}) survives. Only shear components enter $\mathbf u$, so relaxation can change $\beta$ but not $\alpha$. It follows that $\Xi_u=3\beta$ may change while
\begin{equation}
\Xi_d+\tfrac13\Xi_u=\alpha \label{alpha}
\end{equation}
may not.

\subsection*{A test on a crystal that does not know the formula}

Equation (\ref{hv}) was tested on a nearest-neighbour tight-binding crystal with orbitals $s$, $p_x$, $p_y$, $p_z$, $s^*$ on each atom and no spin--orbit coupling. Its rough germanium-like parameters are on-site energies $-5.9$, $1.6$, $6.4$ eV for $s$, $p$, $s^*$, and hoppings $ss\sigma=-1.70$, $sp\sigma=2.37$, $s^*p\sigma=2.26$, $pp\sigma=2.85$, $pp\pi=-0.82$ eV. The hoppings vary as the inverse cube of the bond length and follow the bond directions.

The constants were taken from the $[111]$ valley alone, through (\ref{axial}) and (\ref{trans}):
\begin{center}
\begin{tabular}{ccc}
$\zeta$ & $\Xi_d$ (eV) & $\Xi_u$ (eV)\\
0.0 & $-5.212$ & 7.971\\
0.5 & $-4.897$ & 7.025
\end{tabular}
\end{center}
With these constants (\ref{hv}) reproduced all six strain derivatives of each of the four valleys, within $10^{-4}$ eV, for both values of $\zeta$. The combination (\ref{alpha}) is $-5.212+7.971/3=-2.555$ eV without relaxation and $-4.897+7.025/3=-2.555$ eV with it, as the symmetry argument requires. The model tests the structure of the law. Its $\Xi_u$ is about half the value used for germanium below and is no prediction for the material.

\section{Four valleys: the biaxial case}

Write the four axes as $\mathbf n=(s_1,s_2,s_3)/\sqrt3$ with $s_i=\pm1$. Reversing all three signs gives the same valley, because $\mathbf k_L$ and $-\mathbf k_L$ differ by a reciprocal vector. Since $s_i^2=1$, and each off-diagonal element occurs twice,
\begin{equation}
\mathbf n\cdot\varepsilon\cdot\mathbf n=\tfrac13\mathrm{Tr}\,\varepsilon
+\tfrac23\left(s_1s_2\varepsilon_{xy}+s_2s_3\varepsilon_{yz}+s_3s_1\varepsilon_{zx}\right). \label{expand}
\end{equation}
The valleys differ through the signs alone, and the signs multiply shears alone. For biaxial (001) strain, $\varepsilon=\mathrm{diag}(e_\parallel,e_\parallel,e_\perp)$, there is no shear, and
\begin{equation}
\Delta E=\left(\Xi_d+\tfrac13\Xi_u\right)(2e_\parallel+e_\perp)\quad\text{for all four valleys.} \label{biax}
\end{equation}
Geometrically, each axis makes the same angle with $z$, so a distortion along $z$ cannot tell the valleys apart.

This is a first-order result, but the degeneracy does not depend on the expansion. A twofold rotation about a cubic axis through an atom, for example $(x,y,z)\to(-x,-y,z)$, commutes with any diagonal $\varepsilon$ and remains a symmetry of the strained crystal. It takes the valley $(1,1,1)$ to $(-1,-1,1)$. The rotations about $x$ and $y$ take it to the other two. Valleys connected by a symmetry have equal energies, whatever the size of the strain. The condition is that the atoms do not spontaneously break these rotations. The argument did not use $\varepsilon_{xx}=\varepsilon_{yy}$, so unequal extensions along the cubic axes also leave the L valleys degenerate.

The tight-binding crystal was strained by $(5,5,-4)\%$ and by $(5,1,-3)\%$ along $x,y,z$, many times the strains of the examples below. The four L energies agreed to $2\times10^{-15}$ eV, which is rounding error.

\subsection*{Numbers for a film}

Take a germanium film with $e_\parallel=0.2\%$ and a free surface along $z$. Rough elastic constants are $C_{11}=130$ and $C_{12}=50$ GPa. Zero normal stress requires $C_{11}e_\perp+2C_{12}e_\parallel=0$, so
\begin{equation}
e_\perp=-\frac{2\times50}{130}\times0.200\%=-0.154\%,\qquad \mathrm{Tr}\,\varepsilon=0.246\%.
\end{equation}
With rough values $\Xi_u=16$ eV and $\Xi_d=-7$ eV,
\begin{equation}
\Delta E=\left(-7+\tfrac{16}{3}\right)\text{eV}\times0.00246=-4.1\ \text{meV},
\end{equation}
and the L splitting is zero. The common shift is the difference of two larger numbers and depends on the energy reference, so it is much less certain than the zero.

\section{Four valleys: equal shears}

Set the three shears equal to $e$ and the diagonal to zero. The bracket in (\ref{expand}) becomes $e(s_1s_2+s_2s_3+s_3s_1)$. For $(1,1,1)$ the sum of products is $3$. For $(-1,1,1)$ it is $-1+1-1=-1$, and the other two valleys give $-1$ in the same way. Therefore
\begin{align}
\Delta E_{[111]}&=\Xi_u\cdot\tfrac23\cdot3e=2\,\Xi_u e,\\
\Delta E_{\text{other}}&=\Xi_u\cdot\tfrac23\cdot(-e)=-\tfrac23\,\Xi_u e,\\
E_{[111]}-E_{\text{other}}&=\left(2+\tfrac23\right)\Xi_u e=\tfrac83\,\Xi_u e=\tfrac43\,\Xi_u\gamma. \label{main}
\end{align}
The first line agrees with (\ref{lone}), which was found from the simple case. A diagonal strain added to the shears moves all four valleys together and leaves (\ref{main}) unchanged to first order.

The mean shift provides a further check: $2-3\times\frac23=0$. It must vanish, because the average over the four valleys has cubic symmetry and can depend on $\mathrm{Tr}\,\varepsilon$ alone in first order.

The splitting has a sign. For $\Xi_u>0$, extension along $[111]$ ($e>0$) raises the $[111]$ valley and leaves three low valleys. Compression ($e<0$) lowers it and leaves one. To gather electrons in a single valley, one needs $e<0$: the crystal must be shortened along the valley axis relative to the transverse directions. Compression along $[111]$ does this, and so does in-plane tension of a (111) film.

The three other valleys stay degenerate beyond first order, since the threefold rotation about $[111]$ survives and permutes them. The coefficient $8/3$ has no such protection. It is the slope at small strain.

\subsection*{A second case: one shear}

If $\varepsilon_{xy}=e$ is the one nonzero component, the bracket in (\ref{expand}) is $s_1s_2e=\pm e$. Two valleys, $(1,1,1)$ and $(1,1,-1)$, shift by $+\frac23\Xi_ue$, and the other two by $-\frac23\Xi_ue$. The splitting is $\frac43\Xi_ue$, half of (\ref{main}), and no valley stands alone.

In the tight-binding crystal, the splitting divided by $\Xi_ue$ was $2.66667$ for equal shears and $1.33333$ for a single shear, both with $\zeta=0$ and with $\zeta=0.5$. Relaxation changed $\Xi_u$ and left the ratios alone.

\section{A compressed pillar}

Uniaxial stress $\sigma$ along $[111]$ produces equal shears. Its stress tensor is $\sigma\,\mathbf n\mathbf n$, every element of which is $\sigma/3$. Hooke's law for a cubic crystal gives
\begin{align}
\tfrac{\sigma}{3}&=2C_{44}\,e &&\Rightarrow\quad e=\frac{\sigma}{6C_{44}},\\
\tfrac{\sigma}{3}&=(C_{11}+2C_{12})\,\varepsilon_{xx} &&\Rightarrow\quad \mathrm{Tr}\,\varepsilon=3\varepsilon_{xx}=\frac{\sigma}{C_{11}+2C_{12}}.
\end{align}
The factor 2 in the first line belongs to the tensor shear. With (\ref{main}), the splitting is $4\Xi_u\sigma/(9C_{44})$.

For a pillar of 100 nm diameter under 1 GPa compression, $\sigma=-1$ GPa, with a rough $C_{44}=70$ GPa,
\begin{align}
e&=-\frac{1}{420}=-0.238\%,\qquad \mathrm{Tr}\,\varepsilon=-\frac1{230}=-0.435\%,\\
E_{[111]}-E_{\text{other}}&=\tfrac83\times16\ \text{eV}\times(-0.00238)=-0.102\ \text{eV}.
\end{align}
The shear lowers the $[111]$ valley by 76 meV and raises the others by 25 meV. The trace adds 7 meV to all four.

At 300 K, $k_BT=25.85$ meV. The valleys have equal densities of states if strain does not change their masses. For a dilute electron gas the fraction in the $[111]$ valley is then
\begin{equation}
f=\frac{1}{1+3\exp(-101.6/25.85)}=0.944,
\end{equation}
against $0.25$ without strain.

\subsection*{What the estimate leaves out}

\emph{Nonlinear strain.} In the tight-binding crystal with $\zeta=0.5$, the size of the splitting differs from its own linear value by $-0.15\%$ for this shear alone, and by $+0.14\%$ when the diagonal strain of the pillar is included. These figures belong to the model, and the nonlinear correction in germanium may be different.

\emph{Confinement.} With a transverse mass of $0.08\,m_e$ and hard walls, the lowest lateral level of the $[111]$ valley lies 1.1 meV above the valley edge. The other valleys have some of their longitudinal mass, $1.6\,m_e$, in the cross-section, hence a smaller positive confinement energy. Confinement therefore reduces the size of the splitting by less than 1.1 meV.

\emph{Fermi statistics.} At $10^{17}$ cm$^{-3}$ the $[111]$ population remains $94.4\%$. The effective density of states of one valley is $2.5\times10^{18}$ cm$^{-3}$. At densities near or above this, the dilute formula must be replaced.

\emph{Surface charge.} The estimate assumes that the pillar contains conduction electrons. With $10^{17}$ donors per cm$^3$ and a relative permittivity of 16, the band bending between surface and axis approaches a limit of about 0.07 eV as a pillar of this diameter is emptied. The band edge on the axis rises too: lifting the edge at the surface by 0.08, 0.12 or 0.17 eV above its neutral position leaves about 16\%, 5\% or 0.6\% of the electrons. Charged surface states can cause such shifts, so a real pillar may need a passivated surface or heavier doping.

\emph{Other minima.} Rough offsets put $\Gamma$ and $\Delta$ at 0.14 and 0.19 eV above L without strain. With rough dilation potentials relative to L of $-5$ and $+5$ eV, they both lie about 0.24 eV above the lowest L valley of the pillar. Their populations relative to all L electrons are about $10^{-5}$ and $10^{-3}$. In the film the distances are smaller, about 0.13 eV for $\Gamma$ and 0.18 eV for the lowest $\Delta$ valleys, whose uniaxial potential was taken as 10 eV. Degenerate L valleys need not remain the band minimum at larger tension.

\emph{Masses.} The transverse mass depends on the gap at L to the valence states. In the tight-binding crystal with $\zeta=0.5$ this gap, 2.42 eV, grows by $0.3\%$ in the pillar's $[111]$ valley. The gap alone does not give the mass change, because the momentum matrix elements change too: for this $\zeta$ the transverse mass falls by about $0.7\%$ although the gap grows. Its transverse mass, about $0.76\,m_e$, is also far from germanium's $0.08\,m_e$. The masses of the other three valleys change as well, one of them by about $5\%$. In the model their density of states grows by about $2\%$ relative to the $[111]$ valley, which would lower $f$ from $0.944$ to $0.943$. For germanium, equal and unchanged masses remain an assumption of the population estimate.

\subsection*{Beside a real pillar or film}

The constants are rough room-temperature values for germanium, and the splitting inherits the relative error of $\Xi_u/C_{44}$: an error of 10\% there moves it by about 10 meV. A biaxial tension near 0.2\% is representative of germanium grown on silicon and cooled. A stress of 1 GPa is high for a large piece of this brittle crystal, which is why a small pillar was chosen. The estimate also assumes perfect alignment. If the stress axis tilts by $3^\circ$ toward $[001]$ at the same stress, the $[111]$ valley lies 101.2 meV below the mean of the other three, almost as before, but those three spread over 5.4 meV. The spread depends on the direction of the tilt and is 6.5 meV toward $[1\bar10]$. If the stress varies along the pillar, the splitting follows the local stress in proportion: a variation of 10\% changes it by about 10 meV.

\section*{Computed values}
\begin{verbatim}
TEST MODEL (rough germanium-like tight binding)
onsite s, p, s*: -5.9, 1.6, 6.4 eV
hoppings ss, sp, s*p: -1.7, 2.37, 2.26 eV
hoppings pp sigma, pp pi: 2.85, -0.82 eV; length power -3
symmetric tensors invariant under threefold axis: 2
zeta=0.0: Xi_d = -5.212 eV, Xi_u = 7.971 eV
  equal-shear split/(Xi_u e) = 2.66667
  single-shear split/(Xi_u e) = 1.33333
zeta=0.5: Xi_d = -4.897 eV, Xi_u = 7.025 eV
  equal-shear split/(Xi_u e) = 2.66667
  single-shear split/(Xi_u e) = 1.33333
large strains tested: (5,5,-4)% and (5,1,-3)%
largest L spread there: 2.0e-15 eV
PILLAR, STRESS ALONG [111] (rough inputs)
Xi_u = 16.0 eV, Xi_d = -7.0 eV
C11, C12, C44 = 130.0, 50.0, 70.0 GPa
stress = -1.0 GPa, temperature = 300.0 K
tensor shear e = -0.2381 %, engineering = -0.4762 %
strain trace = -0.4348 %
[111] shift from shear = -76.19 meV
other-valley shift from shear = 25.40 meV
common shift from trace = 7.25 meV
split E[111]-E(others) = -101.59 meV = -0.1016 eV
kT = 25.85 meV
[111] population = 94.43 % (unstrained 25 %)
FILM, BIAXIAL (001)
in-plane, normal strain = 0.200, -0.154 %
strain trace = 0.2462 %
common L shift = -4.10 meV
L splitting = 0.00 meV
NEGLECTED EFFECTS (estimates)
nonlinear change of split, test model = -0.15 %
diameter = 100.0 nm; L masses = 1.6, 0.08 m_e
confinement energy of [111] valley = 1.10 meV
electron density = 1.0e+17 cm^-3
one-valley effective density = 2.54e+18 cm^-3
[111] population, Fermi statistics = 94.36 %
unstrained Gamma, Delta above L = 0.14, 0.19 eV
Gamma, Delta dilation rel. to L = -5.0, 5.0 eV
Gamma; Delta masses = 0.04; 0.95, 0.2 m_e
pillar Gamma, Delta above lowest L = 0.238, 0.244 eV
pillar Gamma/L, Delta/L electrons = 7.5e-06, 8.5e-04
Delta uniaxial potential = 10.0 eV
film Gamma, lowest Delta above L = 0.128, 0.179 eV
stress tilt toward [001] = 3.0 degrees
tilted: split from mean of three = -101.17 meV
tilted: spread within the three = 5.42 meV
test-model L gap, unstrained = 2.419 eV
transverse mass change ~ gap change = 0.30 %
\end{verbatim}
